# Contour Rotation for the Irreducible Two-Photon Ladder in Two-Electron Ions, part 1

(Sections cited here and not found follow in the second part.)

## The physical problem

In a heavy two-electron ion such as He-like thallium the inner electrons move at a large fraction of the speed of light, and the photon that carries their interaction needs a finite time to cross the ion. The interaction then depends on the energy \(\omega\) that the photon carries. When one photon is exchanged between given orbitals, \(\omega\) is fixed by energy conservation. When two photons are exchanged one after the other, which is the ladder diagram, the energy can be shared between them in any way, and the energy shift is an integral over \(\omega\) from \(-\infty\) to \(\infty\). On the real axis the integrand oscillates and has a pole for every level of the Dirac spectrum. This option moves the integral onto a contour where the photon factor decays, and adds the poles met on the way as explicit terms.

Two limits of scope matter. The option computes the irreducible ladder only: pairs of positive-energy intermediate levels whose energies add up to the reference energy are excluded, for a reason given below. And a rotation onto the imaginary axis alone is valid only when both photons have their branch point at the same \(\omega\). In general a piece of the real axis stays in the contour.

Units are \(\hbar=c=m_e=1\), with results converted to eV. The electrons occupy eigenstates of the Dirac Hamiltonian in the nuclear field (Furry picture), represented by a finite set of normalizable levels \(\varepsilon_n\). Bound and positive-continuum levels have \(\varepsilon_n>0\), negative-continuum levels have \(\varepsilon_n<0\) and are filled in the vacuum \(|0\rangle\). The reference state is \(|ab\rangle=c_a^\dagger c_b^\dagger|0\rangle\) with \(\varepsilon_a,\varepsilon_b>0\) and \(E=\varepsilon_a+\varepsilon_b\).

## The integral on the real axis

Take first one boson mode of frequency \(k\), coupled by \(H_{\rm int}=g\,V\,(a+a^\dagger)\) with \(V=\sum_{ij}V_{ij}c_i^\dagger c_j\). Two time-ordered contractions are needed. For an electron level, the vacuum expectation value of \(T\,c_n(\tau)c_n^\dagger(0)\) is \(\theta(\tau)e^{-i\varepsilon_n\tau}\) if the level is empty and \(-\theta(-\tau)e^{-i\varepsilon_n\tau}\) if it is filled, the minus sign coming from the interchange of two fermion operators. Both cases are contained in

\[
\langle T c_n(\tau)c_n^\dagger(0)\rangle=i\int\frac{dx}{2\pi}\,\frac{e^{-ix\tau}}{x-\varepsilon_n+i0\,s_n},\qquad s_n=\operatorname{sgn}\varepsilon_n .
\]

For \(s_n=+1\) the pole lies below the axis; closing below for \(\tau>0\) gives \(i(-2\pi i)/2\pi=+1\). For \(s_n=-1\) it lies above; closing above for \(\tau<0\) gives \(i(2\pi i)/2\pi=-1\). For the mode, with \(x=a+a^\dagger\), the contraction is \(g^2e^{-ik|\tau|}\), and

\[
g^2\langle T x(\tau)x(0)\rangle=i\int\frac{d\omega}{2\pi}\,e^{-i\omega\tau}\,\frac{2kg^2}{\omega^2-k^2+i0},
\]

because for \(\tau>0\) the pole at \(\omega=k-i0\) has residue \(g^2e^{-ik\tau}\), and the fraction is even in \(\omega\). With the vertex operators included, this fraction summed over modes is the interaction operator \(I(\omega)\).

The ladder is a fourth-order term of \(T\exp(-i\int H_{\rm int}dt)\). On electron line 1, level \(a\) goes to \(n_1\) at time \(t_1\) and \(n_1\) goes to \(Pa\) at \(t_1'\); on line 2, \(b\to n_2\) at \(t_2\) and \(n_2\to Pb\) at \(t_2'\). Here \(P\) is the identity or the exchange of \(a\) and \(b\). One photon joins \(t_1\) and \(t_2\), the other joins \(t_1'\) and \(t_2'\). The four vertices have distinct roles, so the \(4!\) assignments of time labels cancel the \(1/4!\) of the expansion. The factor \((-i)^4\) from the vertices and \(i^4\) from the four contractions multiply to 1. The uncontracted operators are \(c_{Pa}^\dagger c_{Pb}^\dagger c_bc_a\); they turn \(|ab\rangle\) into \(c_{Pa}^\dagger c_{Pb}^\dagger|0\rangle\), whose overlap with \(|ab\rangle\) is \((-1)^P\).

Write the photon phases as \(e^{-i\omega(t_1'-t_2')}\) and \(e^{-i\omega'(t_2-t_1)}\). Each time integral gives \(2\pi\) times a delta function. From \(t_1'\), \(x_1=\varepsilon_{Pa}-\omega\). From \(t_2'\), \(x_2=\varepsilon_{Pb}+\omega\). From \(t_1\), \(\omega'=\varepsilon_a-x_1=\omega-\Delta\) with \(\Delta=\varepsilon_{Pa}-\varepsilon_a\). The \(t_2\) integral leaves \(\delta(E_f-E_i)\). The four factors \(2\pi\) cancel the four factors \(1/2\pi\) of the contractions, and one integral over \(\omega\) remains, so \(S_{fi}=\delta(E_f-E_i)\int d\omega\,h(\omega)\). A static perturbation \(W\) gives \(S_{fi}=-2\pi i\,\delta(E_f-E_i)W_{fi}\). Where the integral is finite, the diagram therefore acts as a matrix element \(W_{fi}=\int h\,d\omega/(-2\pi i)\) of the effective Hamiltonian, and

\[
\Delta E=\sum_P(-1)^P{\sum_{n_1n_2}}'\,T,\qquad
T=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega\,\frac{f(\omega)}{(A-\omega+i0s_1)(B+\omega+i0s_2)},
\tag{1}
\]

\[
A=\varepsilon_{Pa}-\varepsilon_{n_1},\quad B=\varepsilon_{Pb}-\varepsilon_{n_2},\quad
f(\omega)=\langle Pa\,Pb|I(\omega)|n_1n_2\rangle\langle n_1n_2|I(\omega-\Delta)|ab\rangle .
\]

Note that \(A+B=E-\varepsilon_{n_1}-\varepsilon_{n_2}\). The electron poles are at \(\omega=A+i0s_1\) and \(\omega=-B-i0s_2\). If both levels are positive and \(A+B=0\), the poles sit at the same point on opposite sides of the axis. They pinch the contour, and the integral grows as the inverse of the regulator. Such terms are the iteration of one-photon exchange through the reference energy; they form the reducible part, which needs a separate treatment, and the prime on the sum removes them.

## The photon factor off the real axis

In Feynman gauge the coupling is \(e\,\alpha_\mu A^\mu\) with \(\alpha^\mu=(1,\boldsymbol\alpha)\), the contraction of \(A^\mu\) and \(A^\nu\) is \(-g^{\mu\nu}\) times that of a scalar field, and plane-wave modes have squared amplitude \(1/(2k\mathcal V)\) in a volume \(\mathcal V\). Since \(-g^{\mu\nu}\alpha_{1\mu}\alpha_{2\nu}=-(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\), and \(e^2=4\pi\alpha\),

\[
I(\omega)=4\pi\alpha\,(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2-\omega^2-i0}
=\alpha\,(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\,\frac{2}{\pi r}\int_0^\infty dk\,\frac{k\sin kr}{k^2-\omega^2-i0},
\]

with \(r=|\mathbf r_1-\mathbf r_2|\); the angular integral of the plane wave is \(4\pi\sin(kr)/(kr)\). Put \(\omega^2+i0=\kappa^2\) with \(\operatorname{Im}\kappa>0\). The integrand is even in \(k\), so the integral is half of that over the whole line, and there \(\sin kr\) can be replaced by \(e^{ikr}/i\) because the cosine part is odd. Closing above picks up \(k=\kappa\) with residue \(e^{i\kappa r}/2\), and the prefactors give \((1/i\pi)(2\pi i)(1/2)=1\):

\[
I(\omega)=\alpha\,(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\,\frac{e^{i\kappa r}}{r}.
\]

At \(\omega=0\) the first term is the repulsive Coulomb interaction, which confirms the sign.

As a function of complex \(\omega\) the mode integral is singular only at \(\omega=\pm(k-i0)\). These points fill a cut just below the positive real axis and a cut just above the negative real axis. Off the axis the root with \(\operatorname{Im}\kappa>0\) is \(\kappa=\omega\) in the upper half-plane and \(\kappa=-\omega\) in the lower. On the axis \(\kappa=|\omega|\): for \(\omega>0\) this is the limit from above, for \(\omega<0\) the limit from below. The physical path therefore runs below the left cut, passes through the gap at the branch point, and runs above the right cut.

Two bounds follow for \(\operatorname{Im}\kappa\ge0\). First, \(|e^{i\kappa r}|\le1\), so \(|f|\) is bounded by a constant times Coulomb integrals over the moduli of the orbitals; the constant comes from the matrix \(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\), whose largest eigenvalue is 4. Second, \(|e^{i\kappa r}-e^{i\kappa'r}|/r\le|\kappa-\kappa'|\), so for normalizable orbitals \(f\) is Lipschitz continuous in both wave numbers, even at a branch point, where it has a kink. These are the only properties of \(f\) that the rotation uses besides analyticity.

## The contour

The first photon has its gap at \(\omega=0\), the second at \(\omega=\Delta\). Let \(\omega_-=\min(0,\Delta)\) and \(\omega_+=\max(0,\Delta)\). To the right of \(\omega_+\) both cuts lie below the axis and the quadrant above is free. To the left of \(\omega_-\) both cuts lie above and the quadrant below is free. Between \(\omega_-\) and \(\omega_+\) one cut lies above and the other below, so the path cannot move there. The right part is turned up, the left part is turned down, and the contour is

\[
C:\quad \omega_--i\infty\;\to\;\omega_-\;\to\;\omega_+\;\to\;\omega_++i\infty .
\]

The arcs at radius \(R\) vanish as \(1/R\), because \(f\) is bounded and the denominators grow as \(R^2\). On the legs both photons carry the factor \(e^{-|\operatorname{Im}\omega|r}\).

A single vertical line cannot be used for an exchange term with \(\Delta\ne0\). For \(\Delta>0\) and a line through 0, this lifts the interval \((0,\Delta)\) across the second photon's cut. It replaces \(e^{i|\omega-\Delta|r}\) by \(e^{-i|\omega-\Delta|r}\) on that interval and so loses the integral of \(2i\sin(|\omega-\Delta|r)/r\). For the direct term \(\Delta=0\), the segment shrinks to a point and \(C\) is the imaginary axis.

## Poles that are crossed

Let \(h(\omega)=f(\omega)/[(A-\omega)(B+\omega)]\). Its residues are \(R_1=-f(A)/(A+B)\) at \(\omega=A\), since \(A-\omega=-(\omega-A)\), and \(R_2=f(-B)/(A+B)\) at \(\omega=-B\). In \(f(A)\) and \(f(-B)\) the argument is real, so \(\kappa=|\omega|\) is used.

On each electron line call the smaller external energy \(l\) and the larger \(u\): \(l_1,u_1\) from \(\varepsilon_a,\varepsilon_{Pa}\), and \(l_2,u_2\) from \(\varepsilon_b,\varepsilon_{Pb}\). Because \(\varepsilon_{Pa}-\Delta=\varepsilon_a\) and, by energy conservation, \(\varepsilon_{Pb}+\Delta=\varepsilon_b\),

\[
\varepsilon_{Pa}-\omega_+=l_1,\quad \varepsilon_{Pa}-\omega_-=u_1,\quad
\varepsilon_{Pb}+\omega_-=l_2,\quad \varepsilon_{Pb}+\omega_+=u_2 .
\]

The swept regions are the upper right and the lower left quadrant. Pole 1 lies above the axis for a positive level, and it is swept if \(A>\omega_+\), which is \(\varepsilon_{n_1}<l_1\). The old path minus the new one is then an anticlockwise loop, and the term to add is \((i/2\pi)(2\pi i)R_1=+f(A)/(A+B)\). Pole 2 lies below the axis for a positive level, and it is swept if \(-B<\omega_-\), which is \(\varepsilon_{n_2}<l_2\). The old path minus the new one runs from \(-\infty\) to \(\omega_-\), down the leg, and back through the lower left, which is clockwise, so the term is \((i/2\pi)(-2\pi i)R_2=+f(-B)/(A+B)\). A negative level on line 1 also has \(\varepsilon_{n_1}<l_1\) and \(A>\omega_+\), but its pole lies below the axis, in the lower right, which is not swept. A negative level on line 2 has its pole in the upper left. Negative levels give no pole terms and never lie on \(C\).

Physically, a crossed pole belongs to a level low enough for the electron to reach it by emitting a real photon. This is a condition on the energy only: the sum also contains levels that the other electron occupies, such as \(1s\) in the example below.

## Poles on the contour

A positive level between \(l\) and \(u\), ends included, has its pole at a point \(p\) of the segment. Near it \(h=G(\omega)/(\omega-p)\) with \(G\) Lipschitz and \(G(p)=R\), the residue. Cut out of the real axis the interval \((p-\rho,p+\rho)\). Inside it, write \(G=[G-R]+R\). The bracket contributes \(O(\rho)\). The constant contributes \(R\int d\omega/(\omega-p\mp i0)=\pm i\pi R\), with the upper sign for a pole above the axis, as follows from \(\ln(\rho\mp i0)-\ln(-\rho\mp i0)\).

If \(p=\omega_+\), the part of the axis beyond \(p+\rho\) is deformed into an arc of radius \(\rho\) from angle 0 to \(\pi/2\), followed by the leg from \(p+i\rho\). The arc lies in the free quadrant and gives \(R\,i\pi/2+O(\rho)\). If \(p=\omega_-\), the part below \(p-\rho\) becomes the leg up to \(p-i\rho\) followed by an arc from angle \(3\pi/2\) to \(\pi\), which gives \(-R\,i\pi/2\). What remains is the integral over \(C\) with equal lengths \(\rho\) removed on the two sides of \(p\); its limit defines the principal value. The accumulated angles are, for pole 1 (above), \(\pi\) inside the segment, \(\pi+\pi/2\) at \(\omega_+\), \(\pi-\pi/2\) at \(\omega_-\); for pole 2 (below), \(-\pi\) inside, \(-\pi-\pi/2\) at \(\omega_-\), \(-\pi+\pi/2\) at \(\omega_+\). When \(\omega_-=\omega_+\) the two arcs cancel and \(\pm\pi\) is left. An angle \(\theta\) in place of \(2\pi\) scales the full pole term by \(|\theta|/2\pi\). By the four relations above, pole 1 at \(\omega_+\) and pole 2 at \(\omega_-\) both mean \(\varepsilon_n=l\), so one rule serves both lines:

\[
T=\frac{i}{2\pi}\,\mathrm{PV}\!\int_C h\,d\omega+\frac{w_1f(A)+w_2f(-B)}{A+B},
\tag{2}
\]

\[
w=\begin{cases}
1 & 0<\varepsilon_n<l\\
3/4 & \varepsilon_n=l<u\\
1/2 & l<\varepsilon_n<u,\ \text{or}\ \varepsilon_n=l=u\\
1/4 & \varepsilon_n=u>l\\
0 & \varepsilon_n>u,\ \text{or}\ \varepsilon_n<0 .
\end{cases}
\]

The corner cases are not exceptional. In every exchange sum with \(\Delta\ne0\) the levels \(a\) and \(b\) themselves occur as intermediate levels, and they sit exactly at \(l\) and \(u\). Giving them weight \(1/2\) is an error of a quarter of a residue. The weights \(3/4\) and \(1/4\) belong to this contour with right-angle corners and to the equal-length principal value; another angle or another excision changes them.

For computation, parametrize \(C\) by arc length \(s\), with \(s=0\) at \(\omega_-\) and \(s=D=|\Delta|\) at \(\omega_+\), and let \(H(s)=h(\omega(s))\,\omega'(s)\). On a straight piece with direction \(e\) that ends at the pole, \(\omega-p=e(s-s_0)\) and \(\omega'=e\), so \(H\approx R/(s-s_0)\) on both sides, corner or not. The singular parts cancel in the folded form

\[
\mathrm{PV}\!\int_{s_0-L}^{s_0+L}H\,ds=\int_0^L\big[H(s_0+t)+H(s_0-t)\big]\,dt .
\]

## Limiting cases

For the direct term, where \(\Delta=0\), put \(\omega=iy\). Then \(\kappa=i|y|\), the operator \(I\) is Hermitian, and \(f(iy)=|\langle n_1n_2|I|ab\rangle|^2\) is real, even in \(y\) and not negative. The product of denominators is \((A-iy)(B+iy)=AB+y^2+iy(A-B)\), with squared modulus \((A^2+y^2)(B^2+y^2)\). The values at \(y\) and \(-y\) are complex conjugates and add to twice the real part. With \(d\omega=i\,dy\) the prefactor is \((i/2\pi)(i)(2)=-1/\pi\):

\[
\frac{i}{2\pi}\mathrm{PV}\!\int_C h\,d\omega=-\frac1\pi\int_0^\infty dy\,f(iy)\,\frac{AB+y^2}{(A^2+y^2)(B^2+y^2)} .
\tag{3}
\]

This is real, so the imaginary part of a direct term comes from pole terms with \(w=1\), where the energy allows a real photon to be emitted. For \(1s^2\) no level lies below \(l\), the only pole terms have \(w=1/2\) and the real factor \(f(0)\), and the direct sum is real. The exchange term of \(1s^2\) also has \(\Delta=0\); its \(f=\langle ba|I|n_1n_2\rangle\langle n_1n_2|I|ab\rangle\) is even in \(y\), so (3) still holds, and interchanging \(n_1\) and \(n_2\) turns \(f\) into its complex conjugate while exchanging \(A\) and \(B\), which leaves the kernel and the pole terms unchanged. The exchange sum, and with it the shift, is therefore real too.

In the static limit \(f=1\), the kernel of (3) equals \([A/(A^2+y^2)+B/(B^2+y^2)]/(A+B)\), as one sees by putting it over the common denominator, where the numerator is \((A+B)(AB+y^2)\). Each piece integrates to \((\pi/2)\operatorname{sgn}\), so (3) gives \(-(\operatorname{sgn}A+\operatorname{sgn}B)/[2(A+B)]\). A positive level has \(w_1=(1+\operatorname{sgn}A)/2\), and likewise for \(B\); a negative level has \(\operatorname{sgn}=+1\) and \(w=0\). Each positive line therefore contributes \(+1/2\) and each negative line \(-1/2\), in units of \(1/(A+B)\). The result is \(1/(A+B)\) for two positive levels, \(-1/(A+B)\) for two negative levels and zero for a mixed pair. The first is ordinary second-order perturbation theory, the no-pair result.

A mixed pair can be degenerate with the reference state, \(A+B=0\), with one electron high in the positive continuum and the other in the negative one. In a naive many-body treatment this is the vanishing denominator of continuum dissolution. In (1) the two poles merge on the same side of the axis. With \(n_2\) negative the double pole is at \(-B+i0\), and \(-B<\omega_-\) by the distance \(l_2-\varepsilon_{n_2}\), so both weights vanish and \(h\) is finite and continuous on \(C\). For \(\Delta=0\) the kernel is \((y^2-B^2)/(y^2+B^2)^2\), the derivative of \(-y/(y^2+B^2)\), which integrates to zero for constant \(f\). When \(f(iy)\) decreases, the negative region \(y<B\) dominates and \(T>0\). The option evaluates \(h\) as the product of denominators; splitting it into partial fractions on \(C\) would divide by \(A+B\) and turn these harmless terms into \(0/0\).

This part has turned the real-axis integral (1) into the contour formula (2), with a weight for every pole that is crossed or lies on the contour, and has examined its direct-term and static limits. What remains is the numerical algorithm and its settings, a worked six-level example, and the numerical checks of (1) and (2).
